# Estimating a nucleation rate from the fraction of empty pulses: verification in Python

```python
# RESULT UNDER TEST
# If k of N identical independent pulses leave a microelectrode bare, then
#   mean_events = J*A*t is estimated by -log(k/N),
#   with standard error sqrt((exp(mean_events)-1)/N) for large N.
# J: steady nucleation rate per area on the bare electrode; A: area;
# t: pulse length; p: probability that a pulse leaves no nucleus.
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln, lambertw
from scipy.stats import beta

# Example inputs: illustrative count, rough electrode and solution values
N = 200
k_empty = 66
pulse_s = 0.2
radius_um = 5.0
lag_s = 0.002
decade_mV = 25.0
activation_eV = 0.5
temperature_K = 298.15
capacitance_uF_cm2 = 20.0
conductivity_S_cm = 0.1
diffusion_cm2_s = 1.5e-5
radius_error = 0.02
missed = 0.05
seeded = 0.02
correlation = 0.1
growth_s = 1.0
growth_step_mV = 100.0
suppression = 0.3


def binomial_pmf(trials, p):
    k = np.arange(trials + 1)
    log_choose = gammaln(trials + 1) - gammaln(k + 1) - gammaln(trials - k + 1)
    return np.exp(log_choose + k * np.log(p) + (trials - k) * np.log1p(-p))


def exact_moments(mean, trials):
    """Bias, standard deviation and rms error, given at least one empty pulse."""
    weight = binomial_pmf(trials, np.exp(-mean))[1:]
    weight = weight / weight.sum()
    estimate = -np.log(np.arange(1, trials + 1) / trials)
    average = weight @ estimate
    spread = np.sqrt(weight @ (estimate - average) ** 2)
    rms = np.sqrt(weight @ (estimate - mean) ** 2)
    return average - mean, spread, rms


def standard_error(mean, trials):
    return np.sqrt(np.expm1(mean) / trials)


p_hat = k_empty / N
m_hat = -np.log(p_hat)
se = standard_error(m_hat, N)
area_cm2 = np.pi * (radius_um * 1e-4) ** 2
event_rate = m_hat / pulse_s
J = event_rate / area_cm2
relative_stat = se / m_hat


# Bare-state survival in chains whose later rates differ from the first
def chain_result(rates):
    size = len(rates)
    generator = np.zeros((size, size))
    for n, rate in enumerate(rates):
        generator[n, n] -= rate
        if n + 1 < size:
            generator[n + 1, n] += rate
    probability = expm(generator * pulse_s)[:, 0]
    return probability[0], probability @ np.arange(size)


shielded_rates = np.full(40, suppression * event_rate)
shielded_rates[0] = event_rate
shielded_rates[-1] = 0.0
p_shielded, count_shielded = chain_result(shielded_rates)
sites = 5
site_rates = event_rate * (sites - np.arange(sites + 1)) / sites
p_sites, count_sites = chain_result(site_rates)
assert abs(p_shielded - np.exp(-event_rate * pulse_s)) < 1e-10
assert abs(p_sites - np.exp(-event_rate * pulse_s)) < 1e-10
predicted_count = (1 - p_hat) + suppression * (m_hat - 1 + p_hat)
assert abs(count_shielded - predicted_count) < 1e-9
assert abs(count_sites - sites * (1 - np.exp(-m_hat / sites))) < 1e-9
assert count_shielded < 0.9 * m_hat and count_sites < 0.95 * m_hat


# Likelihood maximum and curvature
def negative_log_likelihood(m):
    return k_empty * m - (N - k_empty) * np.log(-np.expm1(-m))


fit = minimize_scalar(negative_log_likelihood, bounds=(0.01, 6),
                      method="bounded", options={"xatol": 1e-9})
assert abs(fit.x - m_hat) < 1e-5
h = 1e-3
curvature = (negative_log_likelihood(m_hat + h)
             - 2 * negative_log_likelihood(m_hat)
             + negative_log_likelihood(m_hat - h)) / h**2
assert abs(1 / np.sqrt(curvature) / se - 1) < 1e-4

# Sampling moments; the omitted relative terms are of order 1/(N*p)
exact_bias, exact_sd, _ = exact_moments(m_hat, N)
bias = np.expm1(m_hat) / (2 * N)
assert abs(exact_sd / se - 1) < 0.03
assert abs(exact_bias / bias - 1) < 0.03

# Binomial interval, checked by explicit tail sums and actual coverage
k_all = np.arange(N + 1)
p_low = np.zeros(N + 1)
p_high = np.ones(N + 1)
p_low[1:] = beta.ppf(0.025, k_all[1:], N - k_all[1:] + 1)
p_high[:-1] = beta.ppf(0.975, k_all[:-1] + 1, N - k_all[:-1])
root_low = brentq(lambda p: binomial_pmf(N, p)[k_empty:].sum() - 0.025,
                  0.01, p_hat)
root_high = brentq(lambda p: binomial_pmf(N, p)[:k_empty + 1].sum() - 0.025,
                   p_hat, 0.99)
assert abs(root_low - p_low[k_empty]) < 1e-8
assert abs(root_high - p_high[k_empty]) < 1e-8
m_low, m_high = -np.log(root_high), -np.log(root_low)
for true_m in np.linspace(0.05, 4, 80):
    p = np.exp(-true_m)
    covered = (p_low <= p) & (p <= p_high)
    assert binomial_pmf(N, p)[covered].sum() >= 0.95 - 1e-10
weight = binomial_pmf(N, p_hat)
coverage = weight[(p_low <= p_hat) & (p_hat <= p_high)].sum()

# One-sided limits when every pulse has the same outcome
limit_none_empty = -np.log(1 - 0.05 ** (1 / N))
limit_all_empty = -np.log(0.05) / N
root_none = brentq(lambda m: binomial_pmf(N, np.exp(-m))[0] - 0.05, 0.1, 10)
root_all = brentq(lambda m: binomial_pmf(N, np.exp(-m))[-1] - 0.05, 1e-4, 1)
assert abs(root_none - limit_none_empty) < 1e-8
assert abs(root_all - limit_all_empty) < 1e-8

# Optimum from exact sampling errors, using many pulses for the large-N limit
m_best = 2 + lambertw(-2 * np.exp(-2)).real
large_N = 20000
best = minimize_scalar(lambda m: exact_moments(m, large_N)[2] / m,
                       bounds=(0.8, 2.5), method="bounded",
                       options={"xatol": 1e-5})
assert abs(best.x - m_best) < 0.01
best_error = standard_error(m_best, N) / m_best


# Induction lag and its removal by two pulse lengths
def integrated_hazard(length, lag):
    solution = solve_ivp(
        lambda t, y: [-event_rate * (1 - np.exp(-t / lag)) * y[0]],
        (0, length), [1.0], rtol=1e-9, atol=1e-12, max_step=lag)
    return -np.log(solution.y[0, -1])


long_s = 2 * pulse_s
for trial_lag in (lag_s, 10 * lag_s):
    formula = event_rate * (pulse_s - trial_lag
                            * (1 - np.exp(-pulse_s / trial_lag)))
    short_hazard = integrated_hazard(pulse_s, trial_lag)
    long_hazard = integrated_hazard(long_s, trial_lag)
    assert abs(short_hazard - formula) < 1e-6
    slope = (long_hazard - short_hazard) / (long_s - pulse_s)
    assert abs(slope / event_rate - 1) < 1e-4
lag_loss = 1 - integrated_hazard(pulse_s, lag_s) / m_hat
two_length_error = np.sqrt(se**2 + standard_error(2 * m_hat, N)**2) / m_hat
exact_two = np.hypot(exact_sd, exact_moments(2 * m_hat, N)[1]) / m_hat
assert abs(exact_two / two_length_error - 1) < 0.06

# Random potential jitter with a standard deviation of 1 mV
log_slope = np.log(10) / decade_mV
nodes, weights = np.polynomial.hermite_e.hermegauss(40)
weights = weights / weights.sum()
means = m_hat * np.exp(log_slope * nodes)
average_mean = weights @ means
variance_mean = weights @ (means - average_mean) ** 2
shortfall = average_mean + np.log(weights @ np.exp(-means))
assert abs(shortfall / (variance_mean / 2) - 1) < 0.05

# Correlated pulses: exact distribution of the number of empty pulses
empty_after_empty = p_hat + correlation * (1 - p_hat)
empty_after_full = p_hat * (1 - correlation)
last_empty = np.zeros(N + 1)
last_full = np.zeros(N + 1)
last_empty[1], last_full[0] = p_hat, 1 - p_hat
for _ in range(N - 1):
    to_empty = last_empty * empty_after_empty + last_full * empty_after_full
    last_full = (last_empty * (1 - empty_after_empty)
                 + last_full * (1 - empty_after_full))
    last_empty = np.concatenate(([0.0], to_empty[:-1]))
distribution = last_empty + last_full
mean_k = distribution @ k_all
variance_k = distribution @ (k_all - mean_k) ** 2
variance_factor = (1 + correlation) / (1 - correlation)
assert abs(variance_k / (N * p_hat * (1 - p_hat)) / variance_factor - 1) < 0.01

# Missed nuclei: explicit sum over Poisson counts
n = np.arange(60)
poisson = np.exp(-m_hat + n * np.log(m_hat) - gammaln(n + 1))
seen_empty = poisson @ missed**n
assert abs(-np.log(seen_empty) - (1 - missed) * m_hat) < 1e-10
seed_bias = -np.log(1 - seeded) / m_hat

# Temperature sensitivity from an activated rate
k_eV = constants.k / constants.e
temperature_slope = activation_eV / (k_eV * temperature_K**2)
dT = 0.01
log_rate_change = (-activation_eV / (k_eV * (temperature_K + dT))
                   + activation_eV / (k_eV * (temperature_K - dT)))
assert abs(log_rate_change / (2 * dT) / temperature_slope - 1) < 1e-6

# Order-of-magnitude charging time, using hemispherical solution resistance
radius_cm = radius_um * 1e-4
resistance = 1 / (2 * np.pi * conductivity_S_cm * radius_cm)
charging_s = resistance * capacitance_uF_cm2 * 1e-6 * area_cm2
reach_um = np.sqrt(diffusion_cm2_s * pulse_s) * 1e4
growth_ratio = growth_s / pulse_s * 10 ** (-growth_step_mV / decade_mV)
area_error = 2 * radius_error
combined = np.sqrt(relative_stat**2 + log_slope**2
                   + temperature_slope**2 + area_error**2)

print(f"Pulses; empty pulses: {N}; {k_empty}")
print(f"Empty fraction: {p_hat:.3f}")
print(f"Pulse length: {pulse_s:.3f} s")
print(f"Disc radius: {radius_um:.1f} um")
print(f"Disc area: {area_cm2:.4e} cm^2")
print(f"Estimated mean events per pulse: {m_hat:.4f}")
print(f"Standard error of mean events: {se:.4f}")
print(f"Exact sampling standard deviation: {exact_sd:.4f}")
print(f"Event rate on electrode: {event_rate:.3f} s^-1")
print(f"Nucleation rate J: {J:.3e} cm^-2 s^-1")
print(f"Standard error of J: {J * relative_stat:.2e} cm^-2 s^-1")
print(f"J converted: {J * 1e-8:.4f} um^-2 s^-1")
print(f"Relative statistical error: {100 * relative_stat:.2f} %")
print(f"95% interval, mean events: {m_low:.4f} to {m_high:.4f}")
print(f"95% interval, J: {J*m_low/m_hat:.3e} to {J*m_high/m_hat:.3e} cm^-2 s^-1")
print(f"Exact interval coverage at estimate: {100 * coverage:.2f} %")
print(f"Bias of mean events, formula; exact: {bias:.5f}; {exact_bias:.5f}")
print(f"No empty pulses, 95% lower limit on mean: {limit_none_empty:.3f}")
print(f"All pulses empty, 95% upper limit on mean: {limit_all_empty:.5f}")
print(f"Best mean events; empty fraction: {m_best:.4f}; {np.exp(-m_best):.4f}")
print(f"Best pulse length: {m_best / event_rate:.3f} s")
print(f"Relative error at best length: {100 * best_error:.2f} %")
for trial_m in (0.1, 0.5, 1.0, 3.0, 4.0):
    error = 100 * standard_error(trial_m, N) / trial_m
    print(f"Relative error at mean {trial_m:.1f}: {error:.1f} %")
print(f"Later-rate factor in shielding model: {suppression:.2f}")
print(f"Mean count with shielding: {count_shielded:.4f}")
print(f"Mean count with {sites} sites: {count_sites:.4f}")
print(f"Diffusion coefficient: {diffusion_cm2_s:.1e} cm^2/s")
print(f"Diffusion reach in one pulse: {reach_um:.1f} um")
print(f"Induction lag; loss in J: {1e3*lag_s:.1f} ms; {100*lag_loss:.2f} %")
print(f"Second pulse length: {long_s:.2f} s")
print(f"Relative error, two-length method: {100*two_length_error:.1f} %")
print(f"Capacitance: {capacitance_uF_cm2:.1f} uF/cm^2")
print(f"Conductivity: {conductivity_S_cm:.2f} S/cm")
print(f"Double-layer charging time: {charging_s:.1e} s")
print(f"Potential change for tenfold rate: {decade_mV:.1f} mV")
print(f"Log-rate change for 1 mV offset: {100*log_slope:.2f} %")
print(f"Loss in mean rate, 1 mV jitter: {100*shortfall/average_mean:.2f} %")
print(f"Temperature: {temperature_K:.2f} K")
print(f"Activation energy: {activation_eV:.2f} eV")
print(f"Log-rate change for 1 K: {100*temperature_slope:.2f} %")
print(f"Radius error; area error: {100*radius_error:.1f}; {100*area_error:.1f} %")
print(f"Missed nuclei; loss in J: {100*missed:.1f}; {100*missed:.1f} %")
print(f"Seeded pulses; gain in J: {100*seeded:.1f}; {100*seed_bias:.2f} %")
print(f"Correlation of neighbouring pulses: {correlation:.2f}")
print(f"Standard-error factor from correlation: {np.sqrt(variance_factor):.4f}")
print(f"Growth pulse length: {growth_s:.1f} s")
print(f"Growth-pulse potential reduction: {growth_step_mV:.1f} mV")
print(f"Growth-pulse events / main events: {growth_ratio:.1e}")
print(f"Combined error (count, 1 mV, 1 K, area): {100*combined:.1f} %")
print("all tests passed")
```

Running it gives:

```
Pulses; empty pulses: 200; 66
Empty fraction: 0.330
Pulse length: 0.200 s
Disc radius: 5.0 um
Disc area: 7.8540e-07 cm^2
Estimated mean events per pulse: 1.1087
Standard error of mean events: 0.1008
Exact sampling standard deviation: 0.1018
Event rate on electrode: 5.543 s^-1
Nucleation rate J: 7.058e+06 cm^-2 s^-1
Standard error of J: 6.41e+05 cm^-2 s^-1
J converted: 0.0706 um^-2 s^-1
Relative statistical error: 9.09 %
95% interval, mean events: 0.9167 to 1.3269
95% interval, J: 5.836e+06 to 8.447e+06 cm^-2 s^-1
Exact interval coverage at estimate: 95.80 %
Bias of mean events, formula; exact: 0.00508; 0.00514
No empty pulses, 95% lower limit on mean: 4.209
All pulses empty, 95% upper limit on mean: 0.01498
Best mean events; empty fraction: 1.5936; 0.2032
Best pulse length: 0.287 s
Relative error at best length: 8.79 %
Relative error at mean 0.1: 22.9 %
Relative error at mean 0.5: 11.4 %
Relative error at mean 1.0: 9.3 %
Relative error at mean 3.0: 10.3 %
Relative error at mean 4.0: 12.9 %
Later-rate factor in shielding model: 0.30
Mean count with shielding: 0.8016
Mean count with 5 sites: 0.9944
Diffusion coefficient: 1.5e-05 cm^2/s
Diffusion reach in one pulse: 17.3 um
Induction lag; loss in J: 2.0 ms; 1.00 %
Second pulse length: 0.40 s
Relative error, two-length method: 20.4 %
Capacitance: 20.0 uF/cm^2
Conductivity: 0.10 S/cm
Double-layer charging time: 5.0e-08 s
Potential change for tenfold rate: 25.0 mV
Log-rate change for 1 mV offset: 9.21 %
Loss in mean rate, 1 mV jitter: 0.47 %
Temperature: 298.15 K
Activation energy: 0.50 eV
Log-rate change for 1 K: 6.53 %
Radius error; area error: 2.0; 4.0 %
Missed nuclei; loss in J: 5.0; 5.0 %
Seeded pulses; gain in J: 2.0; 1.82 %
Correlation of neighbouring pulses: 0.10
Standard-error factor from correlation: 1.1055
Growth pulse length: 1.0 s
Growth-pulse potential reduction: 100.0 mV
Growth-pulse events / main events: 5.0e-04
Combined error (count, 1 mV, 1 K, area): 15.0 %
all tests passed
```
